\section*{Finding the lowest DFT+U orbital order with imposed occupation matrices}

\section{Result and scope}

A self-consistent DFT+U solution is stationary, but it need not be lowest. To search for the lowest state, impose trial $d$-occupation matrices, converge, remove the constraint, converge again, disturb the result, and compare unconstrained energies. Structure, $U$, $J$, projectors and numerical settings are held fixed. If the final energies are $E_j$, then
\begin{equation}
E_{\min}\le E_{\rm best}=\min_j E_j .
\label{bound}
\end{equation}
Each $E_j$ is the functional evaluated at an allowed state, so the result is an upper bound on the minimum. A finite list of trials does not prove equality.

The list should include matrices that are off-diagonal in the cubic orbitals, because diagonal trials can keep a symmetry that the lowest state breaks, and success then rests on the disturbance alone. In the model of a cobalt--oxygen octahedron used below, an ordinary spherical start stops, before any disturbance, 16.4 meV above the lowest state found, and so does the best of all ten diagonal trials when rounding errors are kept from breaking their mirror symmetry. They stop at a saddle held by a mirror symmetry. A true metastable minimum lies at 5.0 meV. The model tests the algorithm; it does not predict the orbital order of crystalline cobalt monoxide.

\section{The functional}

The DFT+U energy is $E_{\rm DFT}+E_{ee}[n]-E_{\rm dc}$. I assume that the semilocal functional treats the interaction within the $d$ shell as a spherical average, and that the double-counting term $E_{\rm dc}$ removes this average. One-electron terms and $E_{ee}$ remain. A real semilocal functional also leaves aspherical terms, which can change the orbital energies.

The ion is high-spin $d^7$: five majority and two minority $d$ electrons. Each spin has five $d$ orbitals and five matching ligand combinations. All ten majority orbitals are full, so only seven minority electrons can rearrange. Their density matrix is $\rho_{qp}=\langle a_p^\dagger a_q\rangle$, and $n$ is its $5\times5$ $d$ block. For a determinant, the interaction
$\frac12\sum(pq|rs)a_p^\dagger a_r^\dagger a_sa_q$ has the expectation value
\begin{align}
E_{ee}&=\tfrac12\sum_{pqrs}(pq|rs)
\left(n_{qp}n_{sr}-n_{sp}n_{qr}\right)\nonumber\\
&=\tfrac12\sum_{pqrs}\left[(pq|rs)-(ps|rq)\right]n_{qp}n_{sr}.
\label{eee}
\end{align}
The second line exchanges the labels $q$ and $s$ in the exchange term.

The full majority shell adds $\sum_r(pq|rr)=5F_0\delta_{pq}$ to the minority one-electron matrix: the density of a full shell is spherical, so only the monopole integral $F_0$ survives. With this shift included in $h$, and a constant dropped,
\begin{equation}
E={\rm Tr}(h\rho)+E_{ee}[n].
\label{energy}
\end{equation}
Two tests support this reduction. For a random complex determinant, (\ref{energy}) agrees with the explicit many-electron expectation value to $5\times10^{-15}$ eV. A diagonalization with both spins gives the minority spectrum plus one constant.

The bracket in (\ref{eee}) is unchanged when the index pairs $(pq)$ and $(rs)$ are exchanged. Varying either factor $n$ therefore gives the same term, and the factor $1/2$ cancels:
\begin{equation}
V_{pq}=\frac{\partial E_{ee}}{\partial n_{qp}}
=\sum_{rs}\left[(pq|rs)-(ps|rq)\right]n_{sr},\qquad F=h+V .
\label{potential}
\end{equation}
Here $V$ acts on the $d$ block only. Now rotate each occupied orbital $i$ by $\delta|i\rangle=\sum_aX_{ai}|a\rangle$, where $a$ is empty. Then $\delta\rho=\sum(X_{ai}|a\rangle\langle i|+{\rm h.c.})$ and
\begin{equation}
\delta E={\rm Tr}(F\delta\rho)
=2\,{\rm Re}\sum_{ai}X_{ai}^*F_{ai}.
\label{gradient}
\end{equation}
Since $X$ is arbitrary, stationarity requires $F_{ai}=0$. Self-consistency enforces this condition, which minima and saddles share.

\section{Imposing and releasing a matrix}

For a target $n_t$, minimize
\begin{equation}
E_\kappa=E+\frac{\kappa}{2}{\rm Tr}(n-n_t)^2 .
\label{penalty}
\end{equation}
Its derivative with respect to $n_{qp}$ adds $\kappa(n-n_t)_{pq}$ to the potential. The targets used here are projectors onto two $d$ orbitals. Hybridization makes the actual $n$ differ from such a projector, so a finite $\kappa$ guides the state without forcing an unreachable matrix.

After convergence set $\kappa=0$ and continue from the resulting $n$. Energies from the imposed stage must not be ranked, even with the penalty term left out, because those states are not stationary points of $E$. In the example, the trial with hole $(1,\omega,\omega^2)$, $\omega=e^{2\pi i/3}$, has an imposed energy of 90.2 meV and the trial with hole $(1,-1,1)$ has 41.0 meV. After release they lie at 0 and 5.0 meV: the order is reversed.

\begin{verbatim}
fix structure, U, J, projectors, numerical settings
targets = diagonal pairs + off-diagonal real and
          complex matrices
for each target nt:
    n = nt
    iterate F = h + V[n] + kappa*(n - nt)  to convergence
    iterate F = h + V[n]                   to convergence
    record the released energy
    n = n + small random Hermitian matrix
    iterate F = h + V[n]                   to convergence
    record final energy and n
group final states by energy and occupation matrix
test the curvature of the low-lying states
add targets or kicks; repeat if a lower state appears
report the lowest state and the gap to the next minimum
\end{verbatim}

Crystal symmetrization must be off, or reduced to operations that the sought order may keep. Otherwise the code restores the symmetry that the kick has broken.

\section{Why diagonal trials can fail}

Let $M$ be the mirror $z\to-z$. It reverses $yz$ and $zx$ and leaves $xy$, $z^2$ and $x^2-y^2$ unchanged. The Coulomb interaction is invariant under $M$, and here $h$ is too. Hence
\begin{equation}
F[MnM^\dagger]=M F[n]M^\dagger .
\label{mirror}
\end{equation}
If $n=MnM^\dagger$, then $F$ commutes with $M$. When the highest occupied and lowest empty levels are not degenerate, the occupied projector also commutes with $M$, and so does the next $n$. Linear mixing preserves the property. In the test, a random mirror-symmetric $n$ gave a next matrix whose forbidden elements were below $10^{-10}$.

Every matrix diagonal in the cubic orbitals has this mirror. Consider instead a hole in the $t_{2g}$ orbital $\phi=\sum_i h_it_i$, with $(t_1,t_2,t_3)=(yz,zx,xy)$ and $\sum_i|h_i|^2=1$. Without hybridization its occupation matrix is $n_{ij}=\delta_{ij}-h_ih_j^*$. A body-diagonal hole, $h=(1,1,\pm1)/\sqrt3$, has elements of size $1/3$ between $xy$ and the two odd orbitals. The mirror forbids these elements, so without a kick no diagonal trial can reach this order in exact arithmetic. In the mirror-symmetric runs the forbidden elements were reset to zero at each step, to stop rounding errors from feeding them. Without this reset, rounding errors can grow during a long run and carry it away from the saddle, so an ordinary code may escape by accident.

\subsection{What favours the body diagonals}

Consider first a purely cubic ion without ligand orbitals. The three two-electron states of $t_{2g}^2$ with parallel spins form one irreducible cubic triplet, so the interaction gives them equal energy. Any $h$ describes a combination of these states and therefore has the same energy too. The preference must come from mixing with the $e$ orbitals.

The pair with hole $\phi$ is
\[
P_h=h_1^*\,t_2\wedge t_3+h_2^*\,t_3\wedge t_1+h_3^*\,t_1\wedge t_2 .
\]
Cubic symmetry couples it to the $t_{2g}e$ state
\begin{equation}
c\sum_i h_i^*\,t_i\wedge e_i,
\end{equation}
where $e_1,e_2,e_3$ are the normalized orbitals $y^2-z^2$, $z^2-x^2$, $x^2-y^2$. They satisfy $\langle e_i|e_j\rangle=-1/2$ for $i\ne j$.

The component of $t_i$ along the hole is $\langle\phi|t_i\rangle=h_i^*$. It produces the term $c\,\phi\wedge\mathcal D$ with $\mathcal D=\sum_i(h_i^*)^2e_i$. In this term both originally occupied orbitals have been replaced. To first order, rotating the orbitals of a determinant replaces only one, so this part is not available. The available fraction of the squared coupling is
\begin{align}
f&=1-\langle\mathcal D|\mathcal D\rangle\nonumber\\
&=1-\sum_i|h_i|^4+{\rm Re}\sum_{i<j}h_i^2(h_j^*)^2 .
\label{fraction}
\end{align}
The plus sign comes from twice the overlap $-1/2$, subtracted from one. The values are $f=0$ for an axis hole $(0,0,1)$, $3/4$ for a face diagonal $(1,1,0)$ and $1$ for a body diagonal. Complex holes $(1,i,0)$ and $(1,\omega,\omega^2)$ give $1/4$ and $1/2$.

With one common excitation energy, the second-order lowering is proportional to $f$, and body diagonals win. This is an ordering argument, not an accurate energy formula. Scaled to the 170 meV axis-hole excess found below, it would put the face diagonal near $170/4\simeq43$ meV, whereas the computed value is 16 meV. Unequal excitation energies, higher orders and the ligands are missing from the estimate.

\section{Curvature, stability and cost}

Write an occupied--empty rotation as a real vector $x$ holding the real and imaginary parts of $X$. Near a stationary state,
\begin{equation}
E=E_0+\tfrac12x^{\sf T}Kx .
\end{equation}
A negative eigenvalue of $K$ identifies a saddle; all positive eigenvalues identify a local minimum. With seven occupied and three empty orbitals, $K$ has dimension $2\times7\times3=42$. It is obtained by central differences of (\ref{gradient}), which needs 84 gradient evaluations. The lowest eigenvalue was tested against a second difference of $E$ and agreed within 0.003 eV/rad$^2$.

The same curvature sets the speed of self-consistency. Let $\theta$ be a small displacement along an eigenvector with curvature $k$. Then $dE/d\theta=k\theta$, and (\ref{gradient}) gives an off-diagonal element $k\theta/2$ along that mode. If the relevant orbital gaps have a common value $G$, one diagonalization rotates the orbitals by $-k\theta/(2G)$. Linear mixing with weight $\alpha$ then gives
\begin{equation}
\theta_{\rm next}=\left(1-\frac{\alpha k}{2G}\right)\theta .
\label{rate}
\end{equation}
This leading-order estimate converges for $0<\alpha k/(2G)<2$. At a saddle $k<0$ and the displacement grows, but slowly when $|k|\ll G$. A small change between iterations may therefore mean slow escape and not a minimum.

In the example $\alpha=0.8$. Taking $G\simeq U-J=4$ eV as a rough scale, the saddle curvature $-0.176$ eV/rad$^2$ gives a growth factor of about 1.02 per iteration, or roughly 60 iterations for growth by $e$. The spherical start met the convergence threshold after 33 iterations.

The main cost is the sum of the self-consistency iterations over all targets and all three stages. The 18 releases alone took 4288 iterations, between 7 and 751 each. Assigning $m$ targets independently to $s$ magnetic sites gives $m^s$ starts before symmetry is used. A full curvature matrix is impractical for a large plane-wave basis; several independent kicks, or an iterative search for the lowest curvature, can replace it. A kick that ends at a lower energy proves that the state was not the lowest, but not that it was a saddle, because a finite kick can also cross a small barrier. A kick that returns to the same state does not prove a minimum.

\section{Worked example}

The parameters are round values in the rough regime of cobalt monoxide: $U=F_0=5$ eV and $J=(F_2+F_4)/14=1$ eV. With the chosen ratio $F_4/F_2=0.625$,
\[
F_2=\frac{14\times1}{1.625}=8.615\ {\rm eV},\qquad
F_4=0.625F_2=5.385\ {\rm eV}.
\]
The charge-transfer energy is 5 eV. It is the mean cost of moving a ligand electron into a shell that already holds two minority electrons, so with the ligand level at zero the mean $d$ level in $h$ is $5-2(U-J)=-3$ eV. The hybridization is 2 eV for $e$ and 1 eV for $t_{2g}$, the ionic cubic splitting is 0.7 eV, and $\kappa=2$ eV. A shear element $\sigma=4$ meV couples $yz$ and $zx$.

The spherical start puts $2/5$ of an electron in each $d$ orbital. Its potential is spherical, so the first hole enters the highest $t_{2g}$ level, $(yz+zx)/\sqrt2$. This is a mirror-symmetric face-diagonal hole. The run stops at 16.4 meV with negative curvature, and a kick takes it to the lowest state.

The imposed trials end as follows, in meV above that state.

\begin{center}
\begin{tabular}{lcc}
Trial & released & after kick\\
\hline
pair $yz,zx$ & 170.2 & 0\\
six pairs, one odd and one even & 16.4 & 0\\
three pairs, both even & 971.1 & 0 or 5.0\\
holes $(1,1,\pm1)$ & 0 & 0\\
holes $(1,-1,1)$, $(-1,1,1)$ & 5.0 & 5.0\\
hole $(1,\omega,\omega^2)$ & 0 & 0\\
holes $(1,i,0)$, $(0,1,i)$, $(i,0,1)$ & 16.4 & 0
\end{tabular}
\end{center}

The ten diagonal trials fall into three groups according to how many of their two $d$ electrons occupy mirror-odd orbitals: two, one or none. Within each group the tabulated released energies agree, but in the last group this is partly an accident of rounding. The matrix $h$ has a second mirror, $x\leftrightarrow y$, which exchanges $yz$ and $zx$ and reverses $x^2-y^2$. The pairs $xy,\,x^2-y^2$ and $z^2,\,x^2-y^2$ are invariant under it, and it was not reset: they reach 971.1 meV only because rounding errors break it, and with both mirrors enforced they stop at 2094.1 meV. In a run with no reset at all, these two trials went on to 0 and 5.0 meV without a kick, while the other eight released energies were unchanged.

The last row shows a second kind of trap. The holes $(0,1,i)$ and $(i,0,1)$ break the mirror, but their matrices are unchanged by the mirror combined with complex conjugation. Since $h$ and the Coulomb integrals are real, $F[n^*]=F[n]^*$, and the iteration preserves this combined symmetry. It requires the elements between odd and even orbitals to be imaginary. In a real body-diagonal state they are real and nonzero, so that state is excluded. A complex target is therefore not automatically a general one.

The lowest state has hole components $(0.582,0.582,-0.568)$ in $(yz,zx,xy)$, close to a body diagonal, and lowest curvature 0.310 eV/rad$^2$. The minimum at 5.0 meV has components $(-0.573,0.573,0.586)$ and curvature 0.297 eV/rad$^2$. Their separation follows from the shear. A filled $t_{2g}$ shell has zero shear energy, so removing the hole orbital leaves
\begin{equation}
E_{\rm shear}=-2\sigma\,{\rm Re}(h_1^*h_2).
\end{equation}
For body diagonals $h_1^*h_2=\pm1/3$, and the difference is $4\sigma/3=5.3$ meV, against 5.0 meV computed. At zero shear the four body-diagonal orders are degenerate by cubic symmetry. A large enough shear must remove the upper minima, because the term linear in $\sigma$ then outweighs the barrier; that limit was not computed.

Direct gradient minimization over determinants, from 20 random sets of orbitals and without self-consistency iterations or targets, found the same lowest energy within 0.01 meV. This supports the search but does not prove a global minimum. Of 30 random ordinary starts, 15 reached the lowest state, and none ended above 5.0 meV. For this small model random starts are a serious alternative to a designed list. Tightening the occupation threshold from $10^{-6}$ to $10^{-9}$ changed the lowest energy by only $2\times10^{-7}$ meV.

\section{What the ordering means for the oxide}

Real cobalt monoxide is an antiferromagnetic rocksalt-type oxide with a distorted low-temperature structure. The values of $U$, $J$ and the spin--orbit parameter $\xi$ used here are of typical size for it, but the single octahedron omits bands, magnetic neighbours and the actual distortion. In particular, orbital order need not be decided on one site without spin--orbit coupling. For a rough $d$--$d$ hopping $t=0.1$ eV, the intersite scale is $4t^2/(U-J)=10$ meV, twice the gap between the two minima.

Spin--orbit coupling was sized by adding $-(\xi/2)\mathbf L\cdot\mathbf m$ to the minority channel, with $\xi=0.06$ eV and $\mathbf m$ the majority-spin direction. The minus sign comes from the minority spin $-1/2$. A repeated search lowered the energy by 10.0, 7.9 and 11.6 meV for $\mathbf m$ along $[001]$, $[110]$ and $[111]$. These shifts exceed the 5 meV gap, but they belong to single determinants and understate the effect of the coupling. Exact diagonalization of the unit with the same term gives lowerings of 40.3, 36.9 and 37.1 meV, and so favours a different axis. The omitted spin-flip terms that mix in low-spin levels have a scale $\xi^2/(0.551\ {\rm eV})=6.5$ meV, where the denominator is the energy of the lowest low-spin level. Other spin-flip terms connect different spin projections of the high-spin ion; this gap does not limit them. Including them within the spin-$3/2$ states raises the exact lowering to 65.7 meV. Evaluated to second order, the low-spin admixture lowers the three exact states by 4.8, 3.3 and 2.6 meV; this spread is smaller than the 3.4 meV between the axes and favours the same axis, $[001]$. The spin-flip terms within the high-spin ion, about 25 meV, are far larger than the differences between the axes, and determinants and exact diagonalization prefer different axes, so the single-determinant search does not determine the magnetic axis.

Correlation also matters on this energy scale. Exact diagonalization of the same unit lies 22.2 meV below the best determinant, and its lowest levels are at 0, 3.7 and 7.4 meV. The exact ground level in this spin sector is nondegenerate, so it has a definite mirror parity and its occupation matrix has no elements between odd and even orbitals. The mirror-breaking order is thus a property of the single-determinant treatment of the isolated unit. Neighbours may stabilize such an order in a crystal, but this calculation does not show that they do. At 300 K the thermal energy is 25.9 meV, so the two minima would not be well separated thermally either.

For oxidation energetics, an excess $\delta$ per cobalt atom in the oxide enters the calculated reaction energy as $\delta$ per cobalt atom. The trapped states here would contribute from 5 meV to nearly 1 eV. The search should therefore be repeated for each oxide structure, with spin--orbit coupling included when the competing orders are this close. The numerical output below gives the individual trials.

\section*{Computed results}
\begin{verbatim}
U, J, F2, F4 = 5.000, 1.000, 8.615, 5.385 eV
charge transfer, hybridization e, t2g = 5.0, 2.0, 1.0 eV
ionic cubic splitting, shear, stiffness = 0.7, 0.004, 2.0 eV
functional minus Fock-space expectation = 5.3e-15 eV
Energies below are relative to the lowest state found, in meV
trial: imposed | released | after kick | release iterations
pair yz,zx        170.69    170.16      0.00     7
pair yz,xy        170.66     16.35      0.00   162
pair yz,z2       1207.02     16.35      0.00   129
pair yz,x2-y2    1091.02     16.35      0.00   161
pair zx,xy        170.66     16.35      0.00   162
pair zx,z2       1207.02     16.35      0.00   129
pair zx,x2-y2    1091.02     16.35      0.00   161
pair xy,z2        971.37    971.08      4.98     7
pair xy,x2-y2    2170.69    971.08      4.98   121
pair z2,x2-y2    2094.18    971.08      0.00   217
hole 1,1,1         35.97      0.00      0.00   198
hole 1,1,-1        35.97      0.00      0.00   198
hole 1,-1,1        41.02      4.98      4.98   187
hole -1,1,1        41.02      4.98      4.98   187
hole 1,w,w*        90.23      0.00      0.00   433
hole 1,i,0        124.77     16.35      0.00   327
hole 0,1,i        124.78     16.35      0.00   751
hole i,0,1        124.78     16.35      0.00   751
lowest energy (minority functional) = -4.328667 eV
spherical start stops at 16.35 meV, 33 iterations
its lowest curvature = -0.1757 eV/rad^2; after kick 0.00 meV
best released diagonal trial = 16.35 meV
minimum 1: 0.00 meV, curvature 0.3096 eV/rad^2
  hole (yz,zx,xy) = 0.582+0.000i, 0.582-0.000i, -0.568-0.000i
minimum 2: 4.98 meV, curvature 0.2966 eV/rad^2
  hole (yz,zx,xy) = -0.573-0.000i, 0.573+0.000i, 0.586-0.000i
occupation eigenvalues, lowest state = 0.031 0.078 0.078 1.000 1.000
direct minimization, best of 20: -0.0000 meV
random ordinary starts reaching lowest state = 15 of 30
highest random-start end point = 4.98 meV
energy shift, threshold 1e-6 to 1e-9 = -1.9e-07 meV
spin-orbit 0.06 eV, axis 001: shift -9.96 meV, <L> 0.670 hbar
spin-orbit 0.06 eV, axis 110: shift -7.92 meV, <L> 0.858 hbar
spin-orbit 0.06 eV, axis 111: shift -11.59 meV, <L> 0.782 hbar
spin-flip spin-orbit scale xi^2/gap = 6.53 meV
correlation beyond one determinant = 22.21 meV
exact levels of the unit = 0.00, 3.72, 7.43, 976.86 meV
lowest low-spin level above ground state = 0.551 eV
intersite exchange 4t^2/(U-J), t=0.1 eV: 10.0 meV
thermal energy at 300 K = 25.85 meV
\end{verbatim}
